# Copper resistivity from grain size with the Mayadas-Shatzkes formula

## Problem

A fine-grained electroplated copper film near room temperature has the following rough typical parameters:

- bulk resistivity $\rho_0=1.70\ \mu\Omega\,$cm,
- bulk mean free path $\lambda=39.0$ nm,
- mean distance between grain boundaries along the current $D=40.0$ nm,
- Mayadas-Shatzkes grain-boundary coefficient $R=0.30$.

The coefficient $R$ is a fitted number that enters through

$$
\alpha=\frac{\lambda}{D}\,\frac{R}{1-R}.
$$

(a) Find the resistivity $\rho$ of the film.

(b) With $\rho_0$, $\lambda$ and $R$ held fixed, find the boundary spacing that would give $2.00\ \mu\Omega\,$cm.

(c) Decide how $R$ is related to the probability that a boundary reflects an electron, and how far the neglected effects could move the answer to (a).

## First estimate by scaling

Resistivity is proportional to the rate at which electrons lose their drift. In the bulk this happens once per path $\lambda$. Boundaries are met about once per path $D$, and we give each encounter the weight $R/(1-R)$. The boundary rate divided by the bulk rate is then of order $\alpha$. Adding the rates gives

$$
\rho\sim\rho_0(1+\alpha),
$$

where the coefficient of $\alpha$ is a guess, since angles have been ignored. For the film,

$$
\alpha=\frac{39.0}{40.0}\times\frac{0.30}{0.70}=0.9750\times0.42857=0.4179,
$$

so $\rho\sim1.70\times1.418=2.41\ \mu\Omega\,$cm.

For part (b), the same estimate requires $\alpha=2.00/1.70-1=0.1765$, hence $D\sim39.0\times0.42857/0.1765=95$ nm.

## Exact solution of the model

The model has a spherical Fermi surface, one bulk relaxation time $\tau$, and flat boundaries perpendicular to the current direction $x$. Each boundary can reverse $k_x$ and leaves the other components of the wavevector unchanged. Outer surfaces are ignored at first. Boundaries parallel to the current then do not affect the result, because they leave $k_x$ unchanged. "Exact" here refers to the solution of this model, in which boundary scattering is treated to lowest order.

### Reflection by one boundary

Represent a boundary by the potential $S\delta(x)$, with $S>0$, and let $\mu=|k_x|/k_F$. For $k_x=k>0$, the wave is $e^{ikx}+ae^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+a=t$. Integrating the Schrödinger equation across the barrier gives the jump in slope:

$$
ikt-ik(1-a)=\frac{2mS}{\hbar^2}t.
$$

Since $1-a=2-t$, the left side is $2ik(t-1)$, and therefore

$$
t=\frac{1}{1+imS/(\hbar^2k)}.
$$

The reflection probability is $1-|t|^2$. With $k=k_F\mu$,

$$
r(\mu)=\frac{b}{\mu^2+b},\qquad
b=\left(\frac{mS}{\hbar^2k_F}\right)^2.
$$

At normal incidence, $r\equiv r(1)=b/(1+b)$, so $b=r/(1-r)$.

### Reversal rate from many boundaries

Let $N=L/D$ boundaries lie at positions $x_j$ in a length $L$. The matrix element between $k_x$ and $-k_x$ is $(S/L)\sum_j e^{2ik_xx_j}$, up to a phase convention. Its squared modulus contains $N$ diagonal terms and many interference terms.

For independent Gaussian spacings with standard deviation $s$, each spacing contributes an average phase factor of magnitude $e^{-2k_x^2s^2}$. Interference is therefore negligible when $|k_x|s\gg1$, and the mean squared matrix element becomes $S^2N/L^2=S^2/(LD)$.

The density of final states with the reversed sign of $k_x$ is $Lm/(2\pi\hbar^2|k_x|)$. Fermi's golden rule gives

$$
w=\frac{2\pi}{\hbar}\,\frac{S^2}{LD}\,
\frac{Lm}{2\pi\hbar^2|k_x|}
=\frac{mS^2}{\hbar^3D|k_x|}.
$$

Substituting $S^2=b\hbar^4k_F^2/m^2$, $|k_x|=k_F\mu$ and $v_F=\hbar k_F/m$ gives

$$
w=\frac{v_Fb}{D\mu}
=\frac{v_F\mu}{D}\,\frac{b}{\mu^2}.
$$

The last form is the encounter rate times the weak-barrier limit of $r(\mu)$.

### Relaxation of the current

Let the field be $E$ along $x$ and the electron charge $-e$. Write the change in occupation as $(-\partial f_0/\partial\varepsilon)g$, where $f_0$ is the Fermi function. To first order in $E$, the steady Boltzmann equation is

$$
eEv_x=-\frac{g-\bar g}{\tau}-w\,[g(k_x)-g(-k_x)].
$$

Here $\bar g$ is the average of $g$ over the Fermi surface, which appears because bulk scattering is isotropic. The driving term is odd in $k_x$, and both collision terms preserve this parity. Thus $g(-k_x)=-g(k_x)$ and $\bar g=0$. The square bracket equals $2g$, so

$$
g=-\frac{eEv_x\tau}{1+2w\tau}.
$$

The factor 2 arises because a reversal removes an electron from one direction and adds it to the opposite one. With $\lambda=v_F\tau$,

$$
2w\tau=\frac{2\lambda b}{D\mu}=\frac{\alpha}{\mu},
\qquad
\alpha=\frac{2\lambda}{D}\,\frac{r}{1-r}.
$$

Comparison with the definition of $\alpha$ in the problem gives

$$
\frac{R}{1-R}=\frac{2r}{1-r}.
$$

Cross-multiplication gives $R(1-r)=2r(1-R)$, so $R=r(2-R)$ and

$$
r=\frac{R}{2-R}.
$$

In this model $R$ is therefore not the normal-incidence reflection probability. For $R=0.30$, $r=0.30/1.70=0.176$.

### The angular integral

The current is proportional to the Fermi-surface average of $v_xg$, hence to that of $\mu^2/(1+\alpha/\mu)$. On a sphere $\mu$ is uniformly distributed between 0 and 1. Without boundaries the average is $\int_0^1\mu^2d\mu=1/3$. The conductivity ratio is therefore

$$
\frac{\rho_0}{\rho}=f(\alpha)
=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu.
$$

Polynomial division gives

$$
\frac{\mu^3}{\mu+\alpha}
=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.
$$

The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. Multiplication by 3 yields the Mayadas-Shatzkes formula:

$$
\frac{\rho_0}{\rho}
=1-\frac{3\alpha}{2}+3\alpha^2
-3\alpha^3\ln\left(1+\frac1\alpha\right).
$$

### Part (a): the film

For $\alpha=0.41786$, the logarithm is $1.22176$, and

$$
f=1-0.62679+0.52381-0.26742=0.6296.
$$

Hence

$$
\rho=\frac{1.70}{0.6296}=2.70\ \mu\Omega\,\text{cm}
=2.70\times10^{-8}\ \Omega\,\text{m}.
$$

A simulation of 400,000 random electron flights, with reversal rate $\alpha/(2\mu)$ in units of the bulk rate, gave $\rho_0/\rho=0.6278$, which is 0.3% below the formula. This tests the transport calculation once the reversal rate is given. The full numerical output follows the text.

### Part (b): the required spacing

The integrand of $f$ decreases as $\alpha$ increases, so a given resistivity above $\rho_0$ corresponds to one value of $\alpha$. The target requires $f=1.70/2.00=0.850$. Numerical solution gives $D=137.5$ nm. Substitution confirms it: $\alpha=(39.0/137.5)\times0.42857=0.1216$, and

$$
f=1-0.1823+0.0443-0.0120=0.850.
$$

## Comparison of the estimate and the solution

The scaling estimate for the film, $2.41\ \mu\Omega\,$cm, is 11% below the model result. For the inverse problem its 95 nm is 31% below 137.5 nm. The inverse problem is less forgiving because the small excess over $\rho_0$ fixes $D$, and an error in the coefficient of that excess passes almost directly into the spacing.

The missing coefficient follows from the weak-boundary limit. Since $f=1-3\alpha/2+3\alpha^2+\cdots$, inversion gives

$$
\frac{\rho}{\rho_0}
=1+\frac{3\alpha}{2}+\left(\frac94-3\right)\alpha^2+\cdots
=1+\frac{3\alpha}{2}-\frac{3\alpha^2}{4}+\cdots.
$$

The factor $3/2$ is the average of $1/\mu$ with the bulk current weight $3\mu^2$. Electrons moving obliquely meet boundaries less often, but weak barriers reflect them more strongly, and the second effect wins. The first-order result is $2.77\ \mu\Omega\,$cm, 2.4% above the full formula.

Adding the quadratic term gives $1.70\times(1+0.627-0.131)=2.54\ \mu\Omega\,$cm, 6% below it. The extra term makes the approximation worse here. The expansion is meant for small $\alpha$, and $0.42$ is too large for an added term to guarantee an improvement.

For strong boundary scattering, expand the integrand in $1/\alpha$:

$$
f=\frac{3}{4\alpha}-\frac{3}{5\alpha^2}+\cdots,
\qquad
\frac{\rho}{\rho_0}=\frac{4\alpha}{3}+\frac{16}{15}+\cdots.
$$

The coefficient of $\alpha$ is now $4/3$. Boundary scattering has suppressed the current carried at small $\mu$, so the remaining current has a smaller average of $1/\mu$. In the example, the excess $\rho/\rho_0-1=0.588$ is $1.41\alpha$. The scaling law has the right variables, but its coefficient should be about 1.4 here.

The first-order excess can also be written as

$$
\rho-\rho_0\simeq\frac32\,\frac{\rho_0\lambda}{D}\,\frac{R}{1-R}.
$$

It depends on the product $\rho_0\lambda$. In the free-electron model, $\rho_0=m/(ne^2\tau)$ and $\lambda=v_F\tau$, so $\rho_0\lambda=\hbar k_F/(ne^2)$. One electron per atom, four atoms per cubic cell and a lattice constant of 0.3615 nm give about $6.6\times10^{-16}\ \Omega\,\text{m}^2$. The input product agrees with this at the same precision, so the two chosen bulk parameters are compatible within this model.

With the other inputs fixed, $\rho$ is 3.67, 2.11 and $1.80\ \mu\Omega\,$cm for $D=20$, 100 and 400 nm. At $D=40$ nm, changing $R$ to 0.20 or 0.40 gives 2.29 or $3.24\ \mu\Omega\,$cm. Uncertainty in $R$ therefore matters more than the third digit of the calculated resistivity.

## Effects outside the formula

**Strength of the boundaries.** The golden rule uses $b/\mu^2$ as a reflection probability. Here $b=0.214$, so this quantity exceeds 1 for $\mu<\sqrt b=0.46$. The weak-barrier derivation is being extrapolated. Replacing $b/\mu^2$ by the full $r(\mu)$, with successive encounters treated as independent, gives $2.37\ \mu\Omega\,$cm, 12% lower. That replacement is not a better theory, because it omits correlated returns to the same boundary. If bulk scattering is absent and all returns between $N$ boundaries are added as probabilities, the ratio of total reflection to total transmission is $Nr(\mu)/[1-r(\mu)]=Nb/\mu^2$, which contains the same weight as the golden rule. The 12% is therefore not an error estimate for (a). With bulk scattering included, a solution of the Boltzmann equation for fixed, equally spaced planes, each reflecting with the full $r(\mu)$ and with all returns added as probabilities, gives $2.69\ \mu\Omega\,$cm, only 0.4% below (a), and moves the spacing in (b) to about 133 nm. Real boundaries are not identical flat delta barriers, however, so $R$ should still be regarded as a coefficient fitted with this formula, and the microscopic value $r=0.176$ as only nominal. That value holds for normal incidence; averaged over the incident flux, the same barrier reflects a fraction $b\ln(1+1/b)=0.37$.

**Outer surfaces.** Suppose a film of thickness $h$ has surfaces that scatter diffusely, and that no grain boundaries lie parallel to them. Let $u$ be the magnitude of the direction cosine along the film normal, and $H=1+\alpha/\mu$. An electron leaving a surface carries no drift, and its drift recovers with distance $z$ from that surface as $1-e^{-zH/(\lambda u)}$. Averaging over $0<z<h$ multiplies its contribution to the current by

$$
1-\frac{\lambda u}{hH}\left[1-e^{-hH/(\lambda u)}\right].
$$

Integration over directions gives $2.75\ \mu\Omega\,$cm for $h=500$ nm and $3.40\ \mu\Omega\,$cm for $h=40$ nm, with $D$ and $R$ unchanged. The increases over the answer to (a) are 2% and 26%. The formula without surfaces is adequate for the thicker film at this level, but not for the thinner one.

**Temperature.** Assume that all of $\rho_0$ comes from phonons and is proportional to temperature, with $\rho_0\lambda$, $D$ and $R$ fixed. Between 293 and 373 K, $\rho_0$ rises to $2.16\ \mu\Omega\,$cm and $\lambda$ falls to 30.6 nm. The film resistivity becomes $3.17\ \mu\Omega\,$cm. Its rise of 0.47 is close to the bulk rise of $0.46\ \mu\Omega\,$cm, because the leading boundary excess depends on the unchanged product $\rho_0\lambda$. The resistivity of real copper rises faster than in proportion to temperature in this range. Its measured coefficient, about $0.0039\ \text{K}^{-1}$ at 293 K, gives a bulk rise of $0.53\ \mu\Omega\,$cm, so both rises above are too low by somewhat more than 10%.

**Meaning of grain size.** The formula needs the mean intercept along the current. For a sphere of diameter $d$, the mean chord is volume divided by projected area, $(\pi d^3/6)/(\pi d^2/4)=2d/3$. If the quoted 40 nm were such a diameter, putting $D=2d/3$ into the formula would give $3.18\ \mu\Omega\,$cm, 18% higher. Real grains fill space and are not spheres. Averaged over all orientations, the mean chord of a convex grain is four times its volume divided by its surface area, and at equal volume a sphere has the smallest surface. If 40 nm is the diameter of a sphere of the same volume as each grain, and the grains are randomly oriented, the mean chord $\ell$ is therefore shorter than $2d/3$. This chord cannot simply replace $D$, because the formula assumes boundaries perpendicular to the current, and a tilted boundary reverses only the component along its own normal. Take barriers of the same strength $b$ with normals distributed isotropically, and let $c$ be the cosine between the velocity and a normal. The boundary area per volume is $2/\ell$, the encounter rate is $v_F|c|$ times this area, the golden-rule weight is $b/c^2$, and each reflection removes a fraction $2c^2$ of the drift. The average of $2b|c|$ over normals is $b$, so $\rho=\rho_0(1+2\lambda b/\ell)$. For $\ell=2d/3$ this is $2.77\ \mu\Omega\,$cm, only about 2% above (a), and for the chord $0.61d$ of a truncated octahedron it is 6% above. For a regular stack of cubes with a face normal to the current, the chord is $(\pi/6)^{1/3}d=0.81d$ and the increase is 9%. Cubic symmetry makes the conductivity isotropic, so the same 9% holds for any direction of the current. The 18% thus applies only when the same length convention was not used in fitting $R$ and the boundaries are taken as perpendicular; a fitted $R$ should be used with the definition of grain size with which it was obtained.

**Interference.** For a chosen spacing spread of 8 nm, a simulation at $\mu=0.3$ gave a squared sum of phases equal to 1.008 times the number of boundaries. Interference becomes important near $\mu=0.0065$, where $2k_x^2s^2=1$. Directions below that value carry about $5\times10^{-9}$ of the model current, so interference in the lowest-order reversal rate is negligible here. Interference among repeated reflections is of higher order in the boundary strength and has not been sized.

## Relation to plated copper

Freshly plated copper can have grains of some tens of nanometres, which grow during storage or annealing while the resistivity falls. In the model, growth from 40 to 400 nm at fixed $R$ lowers $\rho$ from 2.70 to $1.80\ \mu\Omega\,$cm, a fall of 33%. The size of this fall depends on the chosen $R$ and on the two spacings. Real films also contain impurities and several kinds of boundary, including coherent twins that scatter weakly; their effect has not been sized here. In lines a few tens of nanometres across, the neglect of outer surfaces can be a serious failure if those surfaces scatter diffusely, as the 26% increase for the 40 nm film indicates. Surfaces also affect the answer to (b), because the allowed excess over $\rho_0$ is small. With diffuse surfaces, a 500 nm film needs a spacing of about 165 nm to reach $2.00\ \mu\Omega\,$cm. The spacing found in (b), about 140 nm, is thus a rough target only for a clean film several micrometres thick, with the stated $R$ and near room temperature.

## Calculated quantities

```
Bulk resistivity rho0 = 1.70 microohm cm
Bulk mean free path lambda = 39.0 nm
Mean boundary spacing D = 40.0 nm
Mayadas-Shatzkes coefficient R = 0.30
lambda/D = 0.9750
R/(1-R) = 0.42857
alpha = 0.41786
Term -3 alpha/2 = -0.62679
Term +3 alpha^2 = 0.52381
ln(1+1/alpha) = 1.22176
Logarithmic term = -0.26742
f(alpha) = rho0/rho = 0.62961
rho/rho0 = 1.5883
Copper resistivity rho = 2.700 microohm cm
Copper resistivity rho = 2.700e-08 ohm m
Excess over bulk = 1.000 microohm cm
First-order estimate = 2.766 microohm cm
Random-flight rho0/rho = 0.6278
rho at D = 20 nm: 3.665 microohm cm
rho at D = 100 nm: 2.110 microohm cm
rho at D = 400 nm: 1.805 microohm cm
rho at R = 0.2: 2.292 microohm cm
rho at R = 0.4: 3.238 microohm cm
Target resistivity = 2.00 microohm cm
Boundary spacing for target = 137.5 nm
Delta-barrier parameter b = 0.2143
True normal-incidence reflection r = 0.1765
Equivalent barrier strength S = 0.479 eV nm
Rough copper lattice constant = 0.3615 nm
Free-electron density = 8.467e+28 m^-3
Free-electron k_F = 13.58 nm^-1
Input rho0*lambda = 6.630e-16 ohm m^2
Free-electron rho0*lambda = 6.591e-16 ohm m^2
rho, diffuse 500 nm film = 2.748 microohm cm
rho, diffuse 40 nm film = 3.403 microohm cm
Room and use temperatures = 293, 373 K
Estimated bulk rho0 at use = 2.164 microohm cm
Estimated lambda at use = 30.64 nm
Estimated film rho at use = 3.171 microohm cm
Sphere mean chord/diameter = 0.6667
rho if D is sphere diameter = 3.184 microohm cm
rho with full r(mu), independent hits = 2.368 microohm cm
Boundary-spacing spread = 8.0 nm
Simulated interference factor at mu=0.3 = 1.008
Grazing mu scale for interference = 0.00651
Current share below grazing scale = 5.05e-09
```
